# Vacancy diffusion anisotropy on the ideal carbon sublattice of 4H-SiC: verification in Python

```python
# Result under test: vacancy diffusion on the ideal carbon sublattice of 4H-SiC.
#   D_perp = (a^2/2)(3 w_p + w_i),  D_c = 2 a^2 w_i,
#   D_c/D_perp = 4 r/(3 + r),  r = w_i/w_p; isotropic when r = 1.
# a: in-layer site spacing; h: layer spacing, ideally a*sqrt(2/3)
# w_p, w_i: jump rates to EACH in-plane and EACH interlayer neighbour
# D_perp, D_c: vacancy diffusivities perpendicular and parallel to the c axis
# Independent road: neighbours are found by distance in the stacked lattice, and
# the slowest decay rate of the Fourier-transformed master equation gives D.
import numpy as np
from scipy import constants as const

K_B = const.k / const.e                 # eV/K
H_PLANCK = const.h / const.e            # eV s
IDEAL = np.sqrt(2.0 / 3.0)              # ideal h/a


def find_jumps(stacking, h_over_a=IDEAL):
    """Nearest-neighbour jumps (from layer, to layer, vector), lengths in a."""
    n_layers = len(stacking)
    a1 = np.array([1.0, 0.0, 0.0])
    a2 = np.array([0.5, np.sqrt(3.0) / 2.0, 0.0])
    a3 = np.array([0.0, 0.0, n_layers * h_over_a])
    shift = (a1 + a2) / 3.0
    sites = [("ABC".index(letter)) * shift + np.array([0, 0, k * h_over_a])
             for k, letter in enumerate(stacking)]
    jumps = []
    for i in range(n_layers):
        for j in range(n_layers):
            for n1 in range(-3, 4):
                for n2 in range(-3, 4):
                    for n3 in (-1, 0, 1):
                        d = sites[j] - sites[i] + n1 * a1 + n2 * a2 + n3 * a3
                        if 0.1 < np.linalg.norm(d) < 1.2:
                            jumps.append((i, j, d))
    return jumps


def diffusivity(direction, plane, inter, site=(1.0, 1.0),
                stacking="ABCB", h_over_a=IDEAL):
    """D along a direction, in units a^2 times rate.
    plane, inter: saddle weights for the two layer types and two gap types;
    site: Boltzmann weights of the two site types; rate = saddle/site weight."""
    n_layers = len(stacking)
    unit = np.array(direction, float)
    unit /= np.linalg.norm(unit)
    q = 0.01
    matrix = np.zeros((n_layers, n_layers), complex)
    for i, j, d in find_jumps(stacking, h_over_a):
        if abs(d[2]) < 1e-9:
            saddle = plane[i % 2]
        else:
            lower_layer = i if d[2] > 0 else j
            saddle = inter[lower_layer % 2]
        matrix[i, i] -= saddle / site[i % 2]
        matrix[i, j] += (saddle / np.sqrt(site[i % 2] * site[j % 2])
                         * np.exp(1j * q * (unit @ d)))
    assert np.allclose(matrix, matrix.conj().T)
    return -np.linalg.eigvalsh(matrix)[-1] / q**2


def ratio_formula(r):
    return 4.0 * r / (3.0 + r)


X, Y, Z = (1, 0, 0), (0, 1, 0), (0, 0, 1)
TOL = 2e-4      # finite wavevector leaves a relative error of order (q a)^2

# Geometry and absence of memory
jumps_4h = find_jumps("ABCB")
for layer in range(4):
    vectors = np.array([d for i, j, d in jumps_4h if i == layer])
    in_plane = np.abs(vectors[:, 2]) < 1e-9
    assert len(vectors) == 12 and in_plane.sum() == 6
    assert np.allclose(np.linalg.norm(vectors, axis=1), 1.0)
    assert np.allclose(vectors[in_plane].sum(axis=0), 0.0)
    assert np.allclose(vectors[~in_plane].sum(axis=0), 0.0)
    up = vectors[vectors[:, 2] > 1e-9]
    assert len(up) == 3 and np.allclose(up[:, :2].sum(axis=0), 0.0)

# Diffusion tensor, including a tilted direction, for several rate ratios
tilted = np.array([0.48, 0.64, 0.60])
largest_deviation = 0.0
for r in (0.2, 1.0, 5.0, 15.0):
    perp_formula, c_formula = 0.5 * (3.0 + r), 2.0 * r
    expected = [perp_formula, perp_formula, c_formula,
                0.64 * perp_formula + 0.36 * c_formula]
    for direction, value in zip((X, Y, Z, tilted), expected):
        found = diffusivity(direction, (1, 1), (r, r))
        largest_deviation = max(largest_deviation, abs(found / value - 1))
assert largest_deviation < TOL

# Isotropy at equal rates, in random directions
rng = np.random.default_rng(4)
equal_rate_values = [diffusivity(v, (1, 1), (1, 1))
                     for v in rng.normal(size=(12, 3))]
assert np.allclose(equal_rate_values, 2.0, rtol=TOL)

# Upper limit without in-plane jumps
limit_ratio = (diffusivity(Z, (0, 0), (1, 1))
               / diffusivity(X, (0, 0), (1, 1)))
assert abs(limit_ratio - 4.0) < 4 * TOL

# The same result for other close-packed stackings
for stacking in ("AB", "ABC", "ABCACB"):
    found = (diffusivity(Z, (1, 1), (5, 5), stacking=stacking)
             / diffusivity(X, (1, 1), (5, 5), stacking=stacking))
    assert abs(found / ratio_formula(5.0) - 1) < TOL

# Worked example: rough model inputs
a_nm = 0.308
attempt_hz = 1.0e13
barrier_plane, barrier_inter = 4.1, 3.7       # eV
temperature = 1700.0                         # K
anneal_s = 3600.0
kt = K_B * temperature
w_p = attempt_hz * np.exp(-barrier_plane / kt)
w_i = attempt_hz * np.exp(-barrier_inter / kt)
r = w_i / w_p
a_cm = a_nm * 1e-7
d_perp = 0.5 * a_cm**2 * (3 * w_p + w_i)
d_c = 2 * a_cm**2 * w_i
anisotropy = ratio_formula(r)
d_perp_numeric = a_cm**2 * diffusivity(X, (w_p, w_p), (w_i, w_i))
d_c_numeric = a_cm**2 * diffusivity(Z, (w_p, w_p), (w_i, w_i))
assert abs(d_perp_numeric / d_perp - 1) < TOL
assert abs(d_c_numeric / d_c - 1) < TOL
interlayer_share = r / (3 + r)
share_numeric = (diffusivity(X, (0, 0), (w_i, w_i))
                 / diffusivity(X, (w_p, w_p), (w_i, w_i)))
assert abs(share_numeric / interlayer_share - 1) < TOL
rms_perp_nm = np.sqrt(2 * d_perp * anneal_s) * 1e7
rms_c_nm = np.sqrt(2 * d_c * anneal_s) * 1e7


# Inequivalent sites and saddles
def split_pair(mean_weight, splitting):
    return (mean_weight * np.exp(splitting / (2 * kt)),
            mean_weight * np.exp(-splitting / (2 * kt)))


def cosh_factor(splitting):
    return np.cosh(splitting / (2 * kt))


def split_diffusivities(delta, u, s):
    arguments = (split_pair(w_p, u), split_pair(w_i, s), split_pair(1.0, delta))
    return diffusivity(X, *arguments), diffusivity(Z, *arguments)


for delta, u, s in ((0.1, 0.0, 0.0), (0.0, 0.2, 0.1), (0.15, 0.1, 0.3)):
    perp_found, c_found = split_diffusivities(delta, u, s)
    perp_expected = (0.5 * (3 * w_p * cosh_factor(u) + w_i * cosh_factor(s))
                     / cosh_factor(delta))
    c_expected = 2 * w_i / (cosh_factor(delta) * cosh_factor(s))
    assert abs(perp_found / perp_expected - 1) < TOL
    assert abs(c_found / c_expected - 1) < TOL
perp_site, c_site = split_diffusivities(0.1, 0.0, 0.0)
site_only_ratio = c_site / perp_site
assert abs(site_only_ratio / anisotropy - 1) < TOL

split_results = []
for splitting in (0.1, 0.2, 0.3):
    perp_found, c_found = split_diffusivities(0.0, splitting, splitting)
    split_ratio = c_found / perp_found
    assert abs(split_ratio * cosh_factor(splitting)**2 / anisotropy - 1) < TOL
    split_results.append((splitting, split_ratio))

# Axial distortion at equal rates
stretch = 0.003
eta = (1 + stretch)**2
stretched_ratio = (diffusivity(Z, (1, 1), (1, 1), h_over_a=IDEAL * (1 + stretch))
                   / diffusivity(X, (1, 1), (1, 1), h_over_a=IDEAL * (1 + stretch)))
assert abs(stretched_ratio / eta - 1) < TOL

# Leading tunnelling correction, barrier frequency set to the attempt frequency
tunnelling = (H_PLANCK * attempt_hz / kt)**2 / 24

print("Rough model inputs")
print(f"site spacing a = {a_nm:.3f} nm")
print(f"ideal layer spacing h = {a_nm * IDEAL:.4f} nm")
print(f"ideal c/a for four layers = {4 * IDEAL:.4f}")
print(f"attempt frequency = {attempt_hz:.1e} Hz")
print(f"in-plane barrier = {barrier_plane:.1f} eV")
print(f"interlayer barrier = {barrier_inter:.1f} eV")
print(f"temperature = {temperature:.0f} K, k_B T = {kt:.4f} eV")
print(f"anneal time = {anneal_s:.0f} s")
print("Results of the equivalent-site model")
print(f"w_p per neighbour = {w_p:.3f} 1/s")
print(f"w_i per neighbour = {w_i:.2f} 1/s")
print(f"rate ratio r = {r:.3f}")
print(f"D_perp, formula = {d_perp:.4e} cm^2/s")
print(f"D_perp, master equation = {d_perp_numeric:.4e} cm^2/s")
print(f"D_c, formula = {d_c:.4e} cm^2/s")
print(f"D_c, master equation = {d_c_numeric:.4e} cm^2/s")
print(f"D_c/D_perp = {anisotropy:.3f}")
print(f"interlayer share of D_perp = {100 * interlayer_share:.1f} %")
print(f"rms displacement along one basal axis = {rms_perp_nm:.0f} nm")
print(f"rms displacement along c = {rms_c_nm:.0f} nm")
for t in (1500.0, 1700.0, 1900.0):
    r_t = np.exp((barrier_plane - barrier_inter) / (K_B * t))
    print(f"at {t:.0f} K: r = {r_t:.2f}, D_c/D_perp = {ratio_formula(r_t):.3f}")
print("Checks by the master equation")
print(f"largest relative deviation of tensor = {largest_deviation:.1e}")
print(f"equal rates, smallest D/(a^2 w) = {min(equal_rate_values):.5f}")
print(f"equal rates, largest D/(a^2 w) = {max(equal_rate_values):.5f}")
print(f"D_c/D_perp without in-plane jumps = {limit_ratio:.4f}")
print("Size of neglected effects at the example temperature")
print(f"site energies split by 0.1 eV only: D_c/D_perp = {site_only_ratio:.3f}")
for splitting, split_ratio in split_results:
    print(f"both saddle pairs split by {splitting:.1f} eV: "
          f"D_c/D_perp = {split_ratio:.3f}")
for difference in (0.3, 0.5):
    changed = ratio_formula(np.exp(difference / kt))
    print(f"barrier difference {difference:.1f} eV: D_c/D_perp = {changed:.3f}")
print(f"axial stretch {100 * stretch:.1f} %, equal rates: "
      f"D_c/D_perp = {stretched_ratio:.4f}")
print(f"leading tunnelling increase of a rate = {100 * tunnelling:.2f} %")
print("verified")
```

Output:

```
Rough model inputs
site spacing a = 0.308 nm
ideal layer spacing h = 0.2515 nm
ideal c/a for four layers = 3.2660
attempt frequency = 1.0e+13 Hz
in-plane barrier = 4.1 eV
interlayer barrier = 3.7 eV
temperature = 1700 K, k_B T = 0.1465 eV
anneal time = 3600 s
Results of the equivalent-site model
w_p per neighbour = 7.002 1/s
w_i per neighbour = 107.42 1/s
rate ratio r = 15.340
D_perp, formula = 6.0914e-14 cm^2/s
D_perp, master equation = 6.0914e-14 cm^2/s
D_c, formula = 2.0380e-13 cm^2/s
D_c, master equation = 2.0380e-13 cm^2/s
D_c/D_perp = 3.346
interlayer share of D_perp = 83.6 %
rms displacement along one basal axis = 209 nm
rms displacement along c = 383 nm
at 1500 K: r = 22.08, D_c/D_perp = 3.521
at 1700 K: r = 15.34, D_c/D_perp = 3.346
at 1900 K: r = 11.51, D_c/D_perp = 3.173
Checks by the master equation
largest relative deviation of tensor = 6.0e-06
equal rates, smallest D/(a^2 w) = 1.99999
equal rates, largest D/(a^2 w) = 1.99999
D_c/D_perp without in-plane jumps = 4.0000
Size of neglected effects at the example temperature
site energies split by 0.1 eV only: D_c/D_perp = 3.346
both saddle pairs split by 0.1 eV: D_c/D_perp = 2.984
both saddle pairs split by 0.2 eV: D_c/D_perp = 2.168
both saddle pairs split by 0.3 eV: D_c/D_perp = 1.354
barrier difference 0.3 eV: D_c/D_perp = 2.884
barrier difference 0.5 eV: D_c/D_perp = 3.640
axial stretch 0.3 %, equal rates: D_c/D_perp = 1.0060
leading tunnelling increase of a rate = 0.33 %
verified
```
